# Compressibility Correction to the Estimated Transition Pressure Between Two Polymorphs

## Result and conventions

Let two polymorphs a and b have static energy curves \(E_a(V)\) and \(E_b(V)\), with energy and volume counted per formula unit. Each curve has a minimum energy \(E_{0}\) at volume \(V_{0}\), and there a bulk modulus \(B>0\) and a pressure derivative \(B'=dB/dP\). The symbol \(\Delta\) means "b minus a" throughout. With \(\Delta V_0\neq 0\), the estimate of the transition pressure for incompressible phases is

\[
P_0=-\frac{\Delta E_0}{\Delta V_0},
\]

and the pressure at which the two enthalpies are equal is

\[
P_t=P_0+\frac{P_0^2}{2\,\Delta V_0}\,\Delta\!\left(\frac{V_0}{B}\right)+O(P_0^3).
\]

The pressure is hydrostatic, the temperature is zero and zero-point motion is left out. "Leading order" refers to the limit \(\Delta E_0\to0\) with \(\Delta V_0\), \(B\) and \(B'\) held fixed. The result describes the crossing that moves continuously to \(P=0\) in this limit. Both phases must remain mechanically stable between zero pressure and the crossing.

For implementation it is convenient to define

\[
K=\frac{V_0}{B},\qquad c=\frac{\Delta K}{2\Delta V_0},\qquad P_t\simeq P_0(1+cP_0).
\]

Both differences must be taken in the same order. Exchanging a and b then reverses \(\Delta K\) and \(\Delta V_0\) together and leaves \(c\) unchanged. Likewise, counting per cell instead of per formula unit changes nothing, provided that both phases are counted with the same number of atoms.

## An exact condition for the crossing

At pressure \(P\) the stable phase is the one with the lower enthalpy

\[
H(P)=\min_V\,[E(V)+PV].
\]

The minimum meant here is the local one that moves continuously from \(V_0\); at negative pressure \(E+PV\) has no global minimum, because it falls without bound at large volume. At this local minimum \(E'(V)+P=0\). Differentiating \(H=E(V(P))+PV(P)\) gives

\[
\frac{dH}{dP}=[E'(V)+P]\frac{dV}{dP}+V=V(P),
\]

because the bracket vanishes. Since \(H(0)=E_0\), integration gives

\[
H(P)=E_0+\int_0^P V(p)\,dp .
\]

Setting \(\Delta H(P_t)=0\) yields

\[
\int_0^{P_t}\Delta V(p)\,dp=-\Delta E_0. \tag{1}
\]

The energy gap at zero pressure is thus paid for by the volume difference accumulated along the pressure path. If both phases were rigid, \(\Delta V(p)=\Delta V_0\) and (1) would give \(P_t=P_0\). The same value follows if the two phases merely compress by equal amounts in absolute volume. The correction therefore depends on the difference of the two compressions, not on compressibility as such.

## Volume and enthalpy as functions of pressure

The expansion of \(V(P)\) needs the second and third derivatives of \(E\) at the minimum. From \(P=-E'(V)\),

\[
B=-V\frac{dP}{dV}=VE'',
\]

so \(E''=B/V_0\) at \(V_0\). For the next derivative,

\[
B'=\frac{dB/dV}{dP/dV}=\frac{E''+VE'''}{-E''}=-1-\frac{VE'''}{E''},
\]

and therefore \(E'''=-(1+B')B/V_0^2\) at \(V_0\).

Let \(s=(V-V_0)/V_0\). Expanding \(P=-E'(V)\) about \(V_0\) gives

\[
P=-E''V_0s-\tfrac12E'''V_0^2s^2+\cdots,
\]

or, after division by \(B\),

\[
\frac PB=-s+\frac{1+B'}2s^2+\cdots .
\]

To invert this, write \(q=P/B\) and try \(s=-q+\alpha q^2\). The right side becomes \(q-\alpha q^2+\tfrac12(1+B')q^2\), up to cubic terms. It equals \(q\) if \(\alpha=(1+B')/2\). Hence

\[
V(P)=V_0\left[1-\frac PB+\frac{(1+B')P^2}{2B^2}+O(P^3)\right]. \tag{2}
\]

Integration over pressure gives

\[
H(P)=E_0+PV_0-\frac{P^2V_0}{2B}+\frac{P^3V_0(1+B')}{6B^2}+O(P^4). \tag{3}
\]

The factor \(1/2\) in the quadratic term has a simple origin. To first order the volume falls by \(V_0P/B\). This stores elastic energy

\[
\frac12\frac{B}{V_0}\left(\frac{V_0P}{B}\right)^2=\frac{P^2V_0}{2B},
\]

while the term \(PV\) falls by \(P^2V_0/B\). The sum is \(-P^2V_0/(2B)\). To this order, compression lowers the enthalpy of each phase relative to its rigid value, and lowers it more for the phase with the larger \(V_0/B\).

## Solving for the pressure

Define

\[
L=\frac{V_0(1+B')}{B^2},\qquad d=\frac{\Delta L}{6\Delta V_0}.
\]

The difference of (3) between the phases, set equal to zero, is

\[
\Delta E_0+P\Delta V_0-\frac{P^2}{2}\Delta K+\frac{P^3}{6}\Delta L+O(P^4)=0.
\]

Division by \(\Delta V_0\) and use of \(\Delta E_0/\Delta V_0=-P_0\) give

\[
P=P_0+cP^2-dP^3+O(P^4). \tag{4}
\]

Because \(\Delta V_0\neq0\), the relation between \(\Delta E_0\) and \(P\) has a nonzero slope at the origin, so it can be inverted there as a power series. Insert \(P=P_0+\alpha P_0^2+\beta P_0^3\) on the right of (4). Since \(P^2=P_0^2+2\alpha P_0^3+\cdots\), matching powers gives \(\alpha=c\) and \(\beta=2c\alpha-d=2c^2-d\):

\[
P_t=P_0+cP_0^2+(2c^2-d)P_0^3+O(P_0^4). \tag{5}
\]

The second term is the stated result. The third term is the first one neglected. Its size relative to the leading shift is

\[
r=\left|\frac{(2c^2-d)P_0}{c}\right| . \tag{6}
\]

Small values of \(|cP_0|\) and \(|dP_0^2|\) keep the total pressure close to \(P_0\) through this order, but they do not guarantee an accurate leading shift. If \(\Delta K\) nearly vanishes, \(c\) is small and the cubic term may be as large as the quadratic one. The ratio \(r\) should therefore be evaluated whenever \(B'\) is available. A large \(r\) is a warning, but a small \(r\) is not a guarantee: if \(2c^2\) and \(d\) nearly cancel, the error is set by higher orders, which \(r\) does not measure.

## Sign, limiting cases and failure

The leading shift has the sign of \(c\), whatever the sign of \(P_0\). It is positive when the denser phase has the smaller \(V_0/B\). The quadratic term in (3) then lowers the enthalpy of the denser phase by less than that of the other phase, so a higher pressure is needed to stabilize it. If the denser phase has the larger \(V_0/B\), the leading shift is negative.

The role of the two moduli is clearer after the split

\[
\Delta K=\frac{\Delta V_0}{B_a}+V_{0b}\left(\frac1{B_b}-\frac1{B_a}\right),
\]

which turns the leading shift into

\[
cP_0^2=\frac{P_0^2}{2B_a}+\frac{P_0^2}{2}\,\frac{V_{0b}}{\Delta V_0}\left(\frac1{B_b}-\frac1{B_a}\right). \tag{7}
\]

For equal moduli the first term alone remains, and the shift is \(P_0^2/(2B)\). The second term contains the factor \(V_{0b}/\Delta V_0\), which is large for polymorphs of similar density. A modest difference in bulk modulus can therefore outweigh the equal-modulus part.

The expansion fails as \(\Delta V_0\to0\) at fixed \(\Delta E_0\), because \(P_0\) diverges, and so does \(c\) unless \(\Delta K\) vanishes at least as fast as \(\Delta V_0\). If \(\Delta V_0=0\) and \(\Delta K\neq0\), the enthalpy condition begins instead with

\[
\Delta E_0-\frac{P^2}{2}\Delta K=0,\qquad P\simeq\pm\sqrt{\frac{2\Delta E_0}{\Delta K}} .
\]

This holds to leading order for small \(\Delta E_0\), when \(\Delta E_0\) and \(\Delta K\) have the same sign. With opposite signs there is no crossing near zero pressure. The square root shows why a correction in powers of \(P_0\) cannot cover this case.

## Which volume difference to use

Replacing \(\Delta V_0\) by the volume difference at the estimated pressure may look like a way to include compressibility. From (2),

\[
\Delta V(P_0)=\Delta V_0-P_0\Delta K+\cdots=\Delta V_0(1-2cP_0+\cdots),
\]

so that

\[
-\frac{\Delta E_0}{\Delta V(P_0)}=\frac{P_0}{1-2cP_0+\cdots}=P_0+2cP_0^2+\cdots .
\]

This shift is twice too large at leading order. Condition (1) contains the average of \(\Delta V\) over the path, which is \(\Delta V_0(1-cP_0)\) to this order, and not its value at the end.

## Worked example in the hafnia regime

Phase a represents monoclinic hafnia and phase b its polar orthorhombic form. The parameters are round model values, rough for this material; they are neither measurements nor the output of an electronic-structure calculation.

- Monoclinic: \(E_0=0\), \(V_0=34.5\) Å\(^3\), \(B=190\) GPa, \(B'=4\).
- Polar: \(E_0=80\) meV, \(V_0=33.2\) Å\(^3\), \(B=210\) GPa, \(B'=4\).

With \(\Delta V_0=-1.30\) Å\(^3\) and 1 eV/Å\(^3\) = 160.2177 GPa,

\[
P_0=\frac{0.080}{1.30}\times160.2177\ \text{GPa}=9.86\ \text{GPa}.
\]

The values of \(V_0/B\) are 0.18158 Å\(^3\)/GPa for the monoclinic phase and 0.15810 Å\(^3\)/GPa for the polar phase. Thus

\[
\Delta K=-0.02348\ \text{Å}^3/\text{GPa},\qquad
c=\frac{-0.02348}{2(-1.30)}=0.00903\ \text{GPa}^{-1},
\]

and \(cP_0^2=0.88\) GPa. The corrected pressure is 10.74 GPa. In the split (7), which takes the monoclinic modulus as reference, the equal-modulus part is \(9.86^2/(2\times190)=0.26\) GPa. The remaining 0.62 GPa comes from the 20 GPa difference in bulk modulus, amplified by \(V_{0b}/|\Delta V_0|\approx26\).

For comparison, the enthalpies were minimized numerically on full Birch–Murnaghan curves,

\[
E=E_0+\frac{9V_0B}{16}\left[(x-1)^3B'+(x-1)^2(6-4x)\right],\quad x=\left(\frac{V_0}{V}\right)^{2/3}.
\]

They cross at 10.77 GPa, a full shift of 0.91 GPa. The leading formula is low by 3.6% of that shift. The cubic coefficient uses \(d=1.300\times10^{-4}\) GPa\(^{-2}\) and adds 0.03 GPa, which brings the series to 10.77 GPa. A Vinet curve with the same four parameters per phase gives the same crossing to within about 0.001 GPa, so the choice between these two forms does not matter here. The small error of the leading formula does depend on the assumed \(B'=4\) in both phases, for which \(2c^2\) and \(d\) nearly cancel. With the polar \(B'\) changed to 5 or 3, the crossing lies at 10.88 or 10.66 GPa, and the leading formula is low by 14% or high by 10% of the full shift. In the first case the root of the quadratic equation discussed below, 10.94 GPa, lies closer to the crossing than the leading formula does.

The approach to the leading law appears when \(\Delta E_0\) is reduced with all other parameters fixed:

| \(\Delta E_0\) (meV) | Full shift (GPa) | Leading shift (GPa) |
|---:|---:|---:|
| 80 | 0.9105 | 0.8780 |
| 40 | 0.2235 | 0.2195 |
| 20 | 0.05538 | 0.05488 |
| 10 | 0.01378 | 0.01372 |

Each halving of \(\Delta E_0\) reduces the shift by about four and the relative error by about two, as (5) requires.

Two alternatives do worse in this example. Using \(\Delta V(P_0)=-1.109\) Å\(^3\) in the simple estimate gives 11.56 GPa, a shift from \(P_0\) nearly twice the correct one. Solving (4) as a full quadratic equation with \(d\) omitted gives 10.94 GPa, which is also farther from the crossing than the leading formula. The quadratic root includes the contribution \(2c^2P_0^3=0.16\) GPa but not \(-dP_0^3=-0.12\) GPa, and the second offsets most of the first. Keeping one without the other is not a consistent improvement.

A softer dense phase shows the limits of the leading term. Change the polar phase to \(B=170\) GPa and \(B'=5\), with energies and volumes unchanged. The leading shift is then \(-0.51\) GPa, but the full shift is \(-0.30\) GPa. Here \(c=-0.0053\) GPa\(^{-1}\) and \(d=-2.7\times10^{-4}\) GPa\(^{-2}\), so the cubic term is \(+0.31\) GPa and \(r\approx0.6\). The cubic series gives \(-0.20\) GPa, which still differs from the full shift by about 0.10 GPa. The sign is right, but the leading magnitude is poor even though \(|cP_0|\) is only about 0.05. In such a case the enthalpy crossing should be solved numerically.

## Sensitivity and neglected effects

A small energy \(\delta E\) added to phase b without changing its volume curve moves the crossing. Differentiating (1) with respect to \(\Delta E_0\) gives

\[
\Delta V(P_t)\frac{dP_t}{d(\Delta E_0)}=-1,\qquad
\frac{dP_t}{d(\Delta E_0)}=-\frac1{\Delta V(P_t)} .
\]

In the example \(\Delta V(P_t)=-1.094\) Å\(^3\), so the slope is 0.146 GPa per meV. The following changes come from solving the full crossing again, with one input altered at a time:

- An error of \(\mp20\) meV in \(\Delta E_0\) moves \(P_t\) by \(-2.9\) or \(+3.0\) GPa.
- A change of \(-0.1\) or \(+0.1\) Å\(^3\) in the polar volume moves it by \(-0.9\) or \(+1.1\) GPa.
- A change of \(\mp10\) GPa in the polar bulk modulus moves it by \(-0.34\) or \(+0.35\) GPa.

A change of \(\mp1\) in \(B'\) moves the crossing by \(-0.11\) or \(+0.11\) GPa for the polar phase and by \(+0.15\) or \(-0.13\) GPa for the monoclinic phase. These variations are illustrative, not established error bars. They show that an energy error of 20 meV would outweigh the compressibility correction, and that the correction itself is sensitive to the difference in \(B\).

Vibrations can be sized with nine oscillators per formula unit, each of energy \(\hbar\omega=50\) meV in the monoclinic phase and 2% more in the polar phase. Each contributes

\[
F=\frac{\hbar\omega}{2}+k_BT\ln\!\left(1-e^{-\hbar\omega/k_BT}\right).
\]

The polar phase is raised by 6.0 meV at 300 K and 12.8 meV at 800 K, which moves the crossing up by 0.9 and 1.9 GPa. The 2% is an assumption; if the polar phase were softer, the sign would reverse. These figures hold the frequencies fixed, so vibrational changes of \(V_0\) and \(B\) are not included. The omission is not negligible. If \(\omega\propto V^{-\gamma}\) with an assumed \(\gamma=1.5\) in both phases, the more compressible monoclinic phase stiffens more on the way to the crossing, and the shifts fall to 0.6 and 1.3 GPa. With the same \(\gamma\) and no 2% difference, they are \(-0.3\) and \(-0.5\) GPa.

An electric field of 1 MV/cm along a fixed polarization of 50 μC/cm\(^2\) lowers the polar phase by

\[
(0.5\ \text{C/m}^2)(10^8\ \text{V/m})(33.2\ \text{Å}^3)=10.4\ \text{meV}.
\]

The crossing falls by 1.5 GPa. This estimate uses the zero-pressure volume, which slightly overstates the effect at the crossing for the same polarization. It also omits the induced dielectric energy and assumes full alignment.

Departure from hydrostatic pressure can be sized by a shear stress \(\tau=0.1\) GPa acting on a monoclinic cell with angle 99°. If the stress favours that cell, its energy falls by about \(\tau V_0\tan9^\circ=3.4\) meV, which raises the crossing by 0.5 GPa. This is a first-order estimate for one favourably oriented domain; a mixture of orientations would respond less.

## Relation to real hafnia

Bulk hafnia is monoclinic at ambient conditions, and under compression it transforms to a nonpolar orthorhombic phase at a pressure of several GPa. A third set of round parameters represents this competitor: \(E_0=50\) meV, \(V_0=33.3\) Å\(^3\), \(B=220\) GPa and \(B'=4\). In the model it overtakes the monoclinic phase at 7.3 GPa. At the monoclinic–polar crossing it lies 21 meV below both other phases, so that crossing is metastable and is not a prediction that compressed bulk hafnia becomes ferroelectric. Ferroelectric memory capacitors use thin films, where the assumption of a bulk crystal under hydrostatic pressure fails. The field and shear estimates above move the model crossing by \(-1.5\) and \(+0.5\) GPa, compared with a compressibility shift of 0.91 GPa. In this estimate the field energy is proportional to the polarization along the field, and the shift of the crossing is nearly so; a film with a smaller component than the assumed value would respond less. Surface and interface energies, dopants and transformation barriers are not sized. For a small added energy that leaves the volume curves unchanged, the slope of 0.146 GPa per meV gives the resulting shift.

## Use in a calculation

1. Obtain \(E_0\), \(V_0\), \(B\) and preferably \(B'\) for both phases from the same level of theory, per the same number of atoms.
2. Compute \(P_0\), \(c\) and \(cP_0^2\), keeping the order of subtraction fixed.
3. If \(B'\) is known, compute \(r\) from (6). When \(r\) is not small, or \(\Delta V_0\) is close to its numerical uncertainty, do not rely on the leading shift. A small \(r\) is not sufficient by itself if \(2c^2\) and \(d\) nearly cancel.
4. If full energy curves are available, minimize \(E+PV\) for each phase and solve \(\Delta H=0\). The formula then serves as a check on the numerical solution and shows which inputs control the shift.
5. Compare the enthalpies of other known polymorphs at \(P_t\). A crossing of two phases is an equilibrium transition only if no third phase lies lower there.

The numerical output lists the main values of the example, most of them with more digits.

## Calculated quantities

```
Round parameters, rough hafnia regime, per f.u.
monoclinic: E0 0 meV, V0 34.5 A^3, B 190 GPa, B' 4
polar: E0 80 meV, V0 33.2 A^3, B 210 GPa, B' 4
nonpolar ortho: E0 50 meV, V0 33.3 A^3, B 220 GPa, B' 4
1 eV/A^3 = 160.2177 GPa
DV0 = -1.30 A^3
V0/B monoclinic = 0.18158 A^3/GPa
V0/B polar = 0.15810 A^3/GPa
D(V0/B) = -0.02348 A^3/GPa
c = 0.009032 1/GPa; c*P0 = 0.0891
d = 1.3003e-04 1/GPa^2
P0 (rigid phases) = 9.860 GPa
leading shift = 0.878 GPa
P0 + leading shift = 10.738 GPa
cubic term = 0.0318 GPa; sum = 10.769 GPa
root of quadratic equation = 10.941 GPa
full crossing, Birch-Murnaghan = 10.770 GPa
full crossing, Vinet = 10.771 GPa
full shift Pt - P0 = 0.911 GPa
DV at P0 = -1.1086 A^3; DV at Pt = -1.0942 A^3
-DE/DV(P0), the trap = 11.561 GPa
integral of DV dP to Pt = -80.000 meV
DE (meV), P0, full shift, leading shift (GPa):
  80  9.8595  0.91052  0.87803
  40  4.9298  0.22352  0.21951
  20  2.4649  0.05538  0.05488
  10  1.2324  0.01378  0.01372
Softer dense phase, B 170 GPa, B' 5:
  leading shift -0.513, full shift -0.296 GPa
Equal B = 190 GPa: leading shift 0.256 GPa
Neglected effects, change of full crossing:
  dPt/dDE = 0.1464 GPa/meV
  DE -20 / +20 meV: -2.87 / +2.99 GPa
  polar V0 -0.1 A^3: -0.88 GPa
  polar V0 +0.1 A^3: +1.06 GPa
  polar B -10 GPa: -0.34 GPa
  polar B +10 GPa: +0.35 GPa
  9 modes of 50 meV, polar 2% stiffer:
    300 K: 5.99 meV, +0.88 GPa
    800 K: 12.83 meV, +1.90 GPa
  field 1 MV/cm on 50 uC/cm2:
    -10.36 meV, -1.50 GPa
  shear 0.1 GPa, angle 99 deg, favouring monoclinic:
    3.41 meV, +0.50 GPa
Monoclinic to nonpolar ortho crossing = 7.28 GPa
Nonpolar minus monoclinic enthalpy at Pt = -21.2 meV
```
